# Is the time in path-integral molecular dynamics real quantum time?

## Question

I ran path-integral molecular dynamics (PIMD) for one particle in an anharmonic well at 300 K. The average of $x^2$ agrees with diagonalization, so the quantum statistics seem right. I then computed the autocorrelation of the centroid along the trajectory and read a vibrational frequency from its first zero. A colleague ran the same system with all bead masses four times larger. She got the same $\langle x^2\rangle$, but half my frequency.

Which of us has the real quantum dynamics? If the masses are arbitrary, why does ring-polymer molecular dynamics (RPMD) insist on the physical ones, and when can its time axis be trusted?

## Answer

Neither trajectory is the quantum motion of the particle. PIMD time orders the samples of a static distribution. RPMD is one particular choice of dynamics on that distribution, and it approximates a quantum correlation function under conditions that can be stated.

### Why the masses drop out of static averages

Let $H=p^2/2m+V(x)$ with smooth, confining $V$, $\beta=1/k_BT$, and $\beta_P=\beta/P$ for $P$ beads. Split $e^{-\beta H}$ into $P$ factors $e^{-\beta_PV/2}e^{-\beta_Pp^2/2m}e^{-\beta_PV/2}$, which becomes exact as $P\to\infty$. The kinetic factor has the position kernel

$$\langle q|e^{-\beta_Pp^2/2m}|q'\rangle=\sqrt{\frac{m}{2\pi\beta_P\hbar^2}}\;e^{-m(q-q')^2/(2\beta_P\hbar^2)} .$$

With $\omega_P=1/(\beta_P\hbar)$ its exponent is $-\beta_P\,\tfrac12m\omega_P^2(q-q')^2$. The trace closes the chain, so the beads have weight $e^{-\beta_PU_P}$, where

$$U_P=\sum_{j=1}^{P}\left[\tfrac12m\omega_P^2(q_{j+1}-q_j)^2+V(q_j)\right],\qquad q_{P+1}=q_1 .$$

No momenta are left. PIMD adds them through $H_P=\tfrac12p^TM^{-1}p+U_P$, with any positive mass matrix $M$. The weight $e^{-\beta_PH_P}$ is a Gaussian in $p$ times $e^{-\beta_PU_P}$, and integrating over $p$ gives a constant. Position averages therefore do not depend on $M$. The mass $m$ in the springs is different: it came from the quantum kinetic energy and must stay physical.

Hamilton's equations conserve $H_P$ and phase-space volume, so they preserve this distribution. A suitable thermostat does too: replacing a velocity $v$ by $cv+\sqrt{1-c^2}\,\xi$, with $\xi$ drawn from the same Gaussian, gives variance $c^2+(1-c^2)=1$ in units of the original one. Time averages also require the dynamics to explore the whole distribution.

Now multiply all dynamical masses by $\lambda$. The equation of motion is $\lambda m\ddot q_j=-\partial U_P/\partial q_j$. With $s=t/\sqrt\lambda$ it becomes $m\,d^2q_j/ds^2=-\partial U_P/\partial q_j$. The initial velocities $dq_j/ds=\sqrt\lambda\,\dot q_j$ have variance $\lambda/(\beta_P\lambda m)=1/(\beta_Pm)$, as for $\lambda=1$. Hence

$$C_\lambda(t)=C(t/\sqrt\lambda).$$

For $\lambda=4$ every time doubles. That is your colleague's result. The scaling is exact without a thermostat; a Langevin friction $\gamma$ becomes $\gamma\sqrt\lambda$ in the time $s$, so with a thermostat it holds only if the friction is rescaled too.

### What RPMD approximates

RPMD sets every bead mass to $m$ and uses no thermostat during the motion. With $A_P=\frac1P\sum_jA(q_j)$ it computes $C_{AB}(t)=\langle A_P(0)B_P(t)\rangle$. The quantum target is the Kubo-transformed correlation

$$K_{AB}(t)=\frac1{\beta Z}\int_0^\beta d\lambda\,\mathrm{Tr}\!\left[e^{-(\beta-\lambda)H}A\,e^{-\lambda H}B(t)\right]\equiv\langle A;B(t)\rangle ,$$

where $Z=\mathrm{Tr}\,e^{-\beta H}$, $B(t)$ is the Heisenberg operator, and $\lambda$ is here an integration variable. At $t=0$ the integral averages over the imaginary-time separation of $A$ and $B$. On the ring this is the average over bead separation, so $C_{AB}(0)\to K_{AB}(0)$ for functions of position as $P\to\infty$.

### How far the short-time agreement goes

Both correlations are stationary, so a time derivative can be moved from one operator to the other with a minus sign. Both autocorrelations are even in $t$. Therefore

$$K_{AA}^{(2n)}(0)=(-1)^n\langle A^{(n)};A^{(n)}\rangle ,$$

and likewise on the ring at finite $P$.

For the quantum side, use $\dot A=(i/\hbar)[H,A]$ and $\frac{d}{d\lambda}(e^{\lambda H}Ae^{-\lambda H})=e^{\lambda H}[H,A]e^{-\lambda H}$. The $\lambda$ integral then reduces to its end points:

$$\langle\dot A;B\rangle=\frac{i}{\beta\hbar Z}\left(\mathrm{Tr}[e^{-\beta H}BA]-\mathrm{Tr}[e^{-\beta H}AB]\right)=\frac{i}{\beta\hbar}\langle[B,A]\rangle. \tag{1}$$

For $A(x)$, $\dot A=(A'p+pA')/2m$ and $[p,A]=-i\hbar A'$, so $[\dot A,A]=-i\hbar A'^2/m$. Setting $B=\dot A$ in (1) gives

$$\langle\dot A;\dot A\rangle=\frac{\langle A'^2\rangle}{\beta m}. \tag{2}$$

On the ring, $\dot A_P=\frac1P\sum_jA'(q_j)v_j$ and $\langle v_iv_j\rangle=\delta_{ij}P/(\beta m)$. Thus $\langle\dot A_P^2\rangle=\frac1{P^2}\,P\,\langle A'^2\rangle\frac{P}{\beta m}$, the same result. For any smooth $A(x)$, RPMD is therefore correct through the second derivative as $P\to\infty$.

Position does better. Let $F=-V'$. Quantum mechanically $\ddot x=F/m$. On the ring the spring forces cancel in the sum over beads, so the centroid acceleration is $F_P/m$. Applying (2) to $F$ supplies one more order:

$$C(0)=\langle x;x\rangle,\quad C''(0)=-\frac1{\beta m},\quad C^{(4)}(0)=\frac{\langle F;F\rangle}{m^2},\quad C^{(6)}(0)=-\frac{\langle V''^2\rangle}{\beta m^3}.$$

All four agree with Kubo as $P\to\infty$.

This is where the physical masses matter. The second derivative fixes the centroid mass. Suppose that mass is $m$, but the internal modes have mass $\lambda m$. Then

$$\langle v_iv_j\rangle=\frac{P}{\beta m}\left[\frac1P+\frac1\lambda\left(\delta_{ij}-\frac1P\right)\right].$$

Inserting this in $\langle\dot F_P^2\rangle=\frac1{P^2}\sum_{ij}\langle V''(q_i)V''(q_j)v_iv_j\rangle$ gives

$$-C^{(6)}(0)=\frac1{\beta m^3}\left[\langle V'';V''\rangle+\frac{\langle V''^2\rangle-\langle V'';V''\rangle}{\lambda}\right].$$

The Kubo value is recovered at $\lambda=1$, and at other $\lambda$ only if the two averages coincide, as they do in a harmonic well.

At eighth order the springs enter through $\ddot F_P=-\frac1P\sum_j[V'''(q_j)v_j^2+V''(q_j)\dot v_j]$. Put $\Delta_j=q_{j+1}-q_j$. The spring part of $\dot v_j$ is $\omega_P^2(\Delta_j-\Delta_{j-1})$. Shifting the summation index and expanding $V''(q_{j+1})-V''(q_j)\approx V'''\Delta_j$ gives, for the part that grows with $P$,

$$\ddot F_P\approx-\frac1P\sum_jV'''(q_j)\left(v_j^2-\omega_P^2\Delta_j^2\right).$$

At leading order $v_j$ and $\omega_P\Delta_j$ are independent Gaussians, each of variance $P/(\beta m)$. Their mean squares cancel. The squares each have variance $2P^2/(\beta m)^2$, so the bracket has variance $4P^2/(\beta m)^2$. Summing $P$ nearly independent terms and dividing by $P^2$ gives

$$C^{(8)}(0)=\frac{\langle\ddot F_P^2\rangle}{m^2}\approx\frac{4P\langle V'''^2\rangle}{\beta^2m^4}.$$

This is a leading-order estimate. More beads improve the statics, but they do not make this derivative converge.

### The harmonic well: a success and a failure

For $V=\tfrac12m\omega^2x^2$ the ring centroid $\bar q$ obeys $\ddot{\bar q}=-\omega^2\bar q$. Its weight is $\exp(-\beta_PP\,m\omega^2\bar q^2/2)$, so for every $P$

$$C_{xx}(t)=\frac{\cos\omega t}{\beta m\omega^2}.$$

The Kubo function is the same. Stationarity and $\ddot x=-\omega^2x$ give $\omega^2\langle x;x\rangle=\langle\dot x;\dot x\rangle=1/(\beta m)$, while (1) gives $\langle x;\dot x\rangle=0$.

If $A(x)$ is nonlinear and the other operator is $x$, then $\langle A;\dot x\rangle=-\langle\dot A;x\rangle=0$, again by (1). Both theories give $\langle A;x\rangle\cos\omega t$, with static factors that agree as $P\to\infty$. Differentiating in time covers $p=m\dot x$. One linear operator is thus enough when the other is a function of position.

Two nonlinear operators are not covered. Take $x^2$ with itself. The ring's normal modes have $\omega_k^2=\omega^2+4\omega_P^2\sin^2(\pi k/P)$, which tends to $\omega^2+(2\pi k/\beta\hbar)^2$, and

$$\langle Q_k(0)Q_k(t)\rangle=\frac{P\cos\omega_kt}{\beta m\omega_k^2}.$$

For a Gaussian variable the covariance of the squares is twice the squared correlation. Since $\sum_jq_j^2=\sum_kQ_k^2$, RPMD gives, as $P\to\infty$,

$$R(t)=C_{x^2x^2}(t)-\langle x^2\rangle^2=\sum_{k=-\infty}^{\infty}\frac{1+\cos2\omega_kt}{(\beta m\omega_k^2)^2}.$$

For the quantum result write $x^2=(\hbar/2m\omega)(a^2+a^{\dagger2}+2n+1)$, where $n=a^\dagger a$. Since $\frac{d}{dt}a^2=-2i\omega a^2$, (1) gives $\langle a^2;a^{\dagger2}\rangle=\langle[a^2,a^{\dagger2}]\rangle/(2\beta\hbar\omega)$. The commutator is $4n+2$, with average $2c$, where $c=\coth(\beta\hbar\omega/2)$. The constant part is $4\,\mathrm{Var}(n)=c^2-1$. Hence

$$K_{x^2x^2}(t)-\langle x^2\rangle^2=\left(\frac{\hbar}{2m\omega}\right)^2\left[\frac{2c\cos2\omega t}{\beta\hbar\omega}+c^2-1\right].$$

The quantum function oscillates at $2\omega$. RPMD adds the frequencies $2\omega_k$ with $k\ne0$, which belong to the springs.

They also spoil the Taylor expansion. From the sum,

$$R''(t)-R''(0)=\frac{8}{(\beta m)^2}\sum_k\frac{\sin^2\omega_kt}{\omega_k^2}.$$

For $|t|\ll\beta\hbar$ and $\omega|t|\ll1$ the sum becomes $\frac{\beta\hbar}{2\pi}\int_{-\infty}^{\infty}d\nu\,\sin^2(\nu t)/\nu^2=\beta\hbar|t|/2$. Thus $R''$ changes by $4\hbar|t|/(\beta m^2)$, while the smooth, even quantum second derivative changes as $t^2$. Two integrations give the leading error

$$C_{x^2x^2}(t)-K_{x^2x^2}(t)\approx\frac{2\hbar|t|^3}{3\beta m^2}.$$

### The classical limit

For a free ring the mode formula above gives a mean-square spread about the centroid of $\sum_{k\ne0}1/(\beta m\omega_k^2)=2\sum_{k\ge1}\beta\hbar^2/(4\pi^2k^2m)=\beta\hbar^2/(12m)$ as $P\to\infty$. Two conditions let the ring act as a point. Its root-mean-square size must be small on the length scale over which $V'$ varies, and $\beta\hbar\sqrt{|V''|/m}\ll1$ must hold in the region visited. The second condition makes the ring small compared with the thermal width of a well; a deep, wide well at low temperature can meet the first and still be quantum. When both hold, the point has weight $e^{-\beta V}$, force $-V'$ and velocity variance $1/(\beta m)$. This is classical mechanics. At fixed time the Kubo function has the same limit as $\hbar\to0$: operator ordering ceases to matter, and the Heisenberg equations become Hamilton's. The limit is not uniform in time, because a discrete spectrum can eventually show itself.

### Numbers for an anharmonic well

Take $m=1$ u, $V=\tfrac12m\omega^2x^2+\tfrac14\kappa x^4$, $\omega=2\times10^{14}\ \mathrm{s^{-1}}$, $\kappa=2\times10^{23}\ \mathrm{J\,m^{-4}}$ and $T=300$ K, so $\beta\hbar\omega=5.09$. These are model parameters. The trajectories use 16 beads and 16,000 samples, with a noise scale of about 0.008 in normalized correlations.

| Dynamics | final $\langle x^2\rangle$ ($10^{-22}\ \mathrm{m^2}$) | first zero (fs) |
|---|---:|---:|
| RPMD | 1.126 | 5.67 |
| all masses ×4 | 1.122 | 11.39 |
| internal masses ×16 | 1.118 | 5.70 |
| Langevin, friction $\omega$ | 1.128 | 7.63 |

The 16-bead distribution itself has $\langle x^2\rangle=1.119\times10^{-22}\ \mathrm{m^2}$, and all four runs lie within 1% of it. The quantum value is $1.138\times10^{-22}\ \mathrm{m^2}$; the 1.7% shortfall is the finite-bead error.

The first zeros tell another story. Reading $\pi/(2t_0)$ as an angular frequency gives $2.77\times10^{14}\ \mathrm{s^{-1}}$ for RPMD and $1.38\times10^{14}\ \mathrm{s^{-1}}$ for fourfold masses. The lowest quantum gap is $(E_1-E_0)/\hbar=2.79\times10^{14}\ \mathrm{s^{-1}}$. RPMD comes close here, but its later motion does not:

| $t$ (fs) | Kubo $K/K(0)$ | RPMD $C/C(0)$ |
|---:|---:|---:|
| 5 | 0.18 | 0.18 |
| 20 | 0.76 | 0.67 |
| 80 | −0.96 | −0.37 |
| 120 | −0.43 | 0.01 |

The largest difference $|C/C(0)-K/K(0)|$ is 0.007 up to 5 fs, a size at which these runs cannot separate it from sampling noise and finite-bead error, and 0.88 between 60 and 120 fs. These RPMD numbers are for 16 beads and are not converged to the digits shown: with 32 beads the first zero moves to about 5.65 fs and the curve shifts by up to about 0.04 (to 0.70 at 20 fs), while the late difference stays near 0.87. A plausible cause, not isolated here, is that ring polymers of different energy oscillate at different frequencies and lose phase.

In these runs, making the internal modes 16 times heavier changes the curve by about 0.05 at most, far less than the late RPMD error. The sixth derivative is more revealing: with these heavy internal modes its magnitude is $1.76\times10^{64}\ \mathrm{m^2\,s^{-6}}$ by the formula above with 16 beads, against $2.41\times10^{64}$ for Kubo. A small part of this gap is finite-bead error; most of it comes from the masses.

For the eighth derivative, sampling with 16 and 32 beads gives about $2.5\times10^{94}$ and $4.9\times10^{94}\ \mathrm{m^2\,s^{-8}}$. The growth per bead is about $(4.9-2.5)\times10^{94}/16=1.5\times10^{93}$, which agrees with the leading estimate $1.48\times10^{93}$ within the sampling noise. The Kubo value is $1.04\times10^{94}$.

With $\kappa=0$, the RPMD error for $x^2$ reaches 106% of the initial Kubo covariance within 30 fs, even though the well is harmonic. With the quartic term restored and $T=6000$ K, $\beta\hbar\omega$ is 0.25, but the quartic term stiffens the well and the thermal average of $\beta\hbar\sqrt{V''/m}$ is about 0.5. The classical limit is therefore approached, not reached. RPMD and classical dynamics both give normalized curves $C/C(0)$ within 0.023 of $K/K(0)$ over 30 fs. The numerical check checks these limits and the derivative formulas numerically.

So keep your $\langle x^2\rangle$, and so may your colleague. For a time correlation, use physical bead masses, switch the thermostat off during the measured motion (the Langevin run above also damped the centroid; variants that thermostat only the internal modes are not examined here), and call the result an RPMD approximation to the Kubo function. Outside the three regimes above (short times, a harmonic well with one linear operator and one function of position, and the classical limit), its accuracy has to be established for the system and observable at hand.

## Numbers as computed

```
mass = 1.66054e-27 kg; omega = 2.00e+14 1/s
kappa = 2.00e+23 J/m^4; temperature = 300 K
beta*hbar*omega = 5.0922 (dimensionless)
Position derivatives at t=0: Kubo | ring polymer, P->infinity
 order 0: 3.20026e-23 | 3.20031e-23 m^2/s^0
 order 2: -2.49434e+06 | -2.49434e+06 m^2/s^2
 order 4: 2.02350e+35 | 2.02349e+35 m^2/s^4
 order 6: -2.40905e+64 | -2.40895e+64 m^2/s^6
beads = 16; trajectories = 16000; time step = 0.20 fs
noise scale 1/sqrt(N) = 0.0079 (dimensionless)
<x^2>: quantum 1.1381e-22, 16 beads 1.1186e-22 m^2
(E1-E0)/hbar = 2.7861e+14 1/s
Dynamics: final <x^2> (m^2), first zero (fs), minimum to 20 fs
 RPMD: 1.1258e-22, 5.673, -0.971
 all masses x4: 1.1215e-22, 11.389, -0.909
 internal masses x16: 1.1180e-22, 5.700, -0.951
 Langevin, friction=omega: 1.1275e-22, 7.631, -0.279
 Kubo: first zero 5.638 fs, minimum -0.999
RPMD-Kubo max deviation, 0-5 fs = 0.0071 of K(0)
RPMD-Kubo max deviation, 60-120 fs = 0.8755 of K(0)
Max change of C/C(0) from heavy internal modes = 0.0492
t (fs), Kubo K/K(0), RPMD C/C(0):
   5  0.176  0.184
  10  -0.938  -0.908
  20  0.758  0.674
  40  0.149  0.049
  80  -0.955  -0.366
 120  -0.432  0.013
-C6, internal masses x16: formula 1.7550e+64, sampled 1.7431e+64 m^2/s^6
C8: Kubo 1.0388e+94, P=16 2.4618e+94, P=32 4.8941e+94 m^2/s^8
C8 growth per bead: sampled 1.520e+93, leading law 1.479e+93 m^2/s^8
Harmonic K_xx(0) = 6.23585e-23 m^2
Harmonic x^2: K(0)-<x^2>^2 = 1.06503e-44 m^4
Harmonic x^2: max RPMD error, 0-30 fs = 1.0599 of that
Harmonic x^2 error at 0.1 fs: 1.0453e-49, cubic law 1.0561e-49 m^4
Hot case: T = 6000 K, beta*hbar*omega = 0.2546
Hot max deviation from Kubo, 0-30 fs: RPMD 0.0228, classical 0.0226 of K(0)
Cold RPMD max deviation, 0-30 fs = 0.1196 of K(0)
```
